\section*{Truncated Coulomb kernel for a charged compensated density in a periodic cell}

\section*{Problem}

In the projector augmented-wave (PAW) method the long-range electrostatics is carried by the compensated density
\begin{equation}
\tilde\rho(\mathbf r)=\tilde n(\mathbf r)+\sum_a \tilde Z^a(\mathbf r),
\end{equation}
where $\tilde n$ is the smooth pseudo charge density and $\tilde Z^a$ is the compensation charge of atom $a$. Charge is counted in units of $e$, positive charge as positive, and the algebra is in atomic units. The system is an isolated ion with net charge $Q=\int\tilde\rho\,d^3r\neq0$, placed in a periodic cell of volume $\Omega$ whose shortest nonzero lattice vector has length $L$. For any localized real density $\rho$ define
\begin{equation}
E_{\rm cell}=\frac{1}{2\Omega}\sum_{\mathbf G}v_R(G)\,|\rho(\mathbf G)|^2,
\qquad
\rho(\mathbf G)=\int\rho(\mathbf r)e^{-i\mathbf G\cdot\mathbf r}d^3r,
\label{ecell}
\end{equation}
where $v_R(G)$ is the Fourier transform of $1/r$ cut to zero for $r>R$.

\begin{enumerate}
\item[(a)] Show that $v_R(G)=4\pi(1-\cos GR)/G^2$ for $G\ne0$, and find $v_R(0)$.
\item[(b)] Find conditions on $R$ and $L$ under which $E_{\rm cell}$ equals the isolated energy of a density of finite extent.
\item[(c)] For $\rho(\mathbf r)=Q(2\pi\sigma^2)^{-3/2}e^{-r^2/2\sigma^2}$ find the isolated self-energy and the error of $E_{\rm cell}$. Where in the cell is the potential correct?
\item[(d)] For a cubic cell with $R=L/2$, choose $L$ so that the relative error of the Gaussian energy is below $10^{-6}$. Take $Q=1$ and $\sigma=0.5$ \AA.
\item[(e)] Compare with the kernel $4\pi/G^2$ with the $\mathbf G=0$ term left out.
\item[(f)] Must the one-centre PAW corrections be changed when the kernel is truncated?
\end{enumerate}

\section*{Solution}

\subsection*{(a) The kernel}

With $\mu$ the cosine of the angle between $\mathbf G$ and $\mathbf r$,
\begin{align}
v_R(G)&=2\pi\int_0^R r\,dr\int_{-1}^{1}e^{-iGr\mu}\,d\mu
=2\pi\int_0^R r\,\frac{2\sin Gr}{Gr}\,dr\nonumber\\
&=\frac{4\pi}{G}\int_0^R\sin Gr\,dr=\frac{4\pi(1-\cos GR)}{G^2}.
\end{align}
At $G=0$ the integral is $4\pi\int_0^R r\,dr$, so
\begin{equation}
v_R(0)=2\pi R^2 .
\end{equation}
This is also the limit $G\to0$, since $1-\cos GR\to G^2R^2/2$. Because $\rho(\mathbf G=0)=Q$, the term contributes $\pi R^2Q^2/\Omega$ to the energy. It vanishes for a neutral density, but for an ion it must be kept.

\subsection*{(b) Conditions on the radius and the cell}

Write $v_R(r)$ for the truncated interaction in real space. The function $\sum_{\mathbf T}v_R(|\mathbf r+\mathbf T|)$, summed over lattice vectors $\mathbf T$, is periodic. Its Fourier coefficient is an integral over one cell; the sum over $\mathbf T$ extends this integral to all space and gives $v_R(G)/\Omega$. Hence
\begin{equation}
\sum_{\mathbf T}v_R(|\mathbf r+\mathbf T|)=\frac1\Omega\sum_{\mathbf G}v_R(G)e^{i\mathbf G\cdot\mathbf r}.
\end{equation}
Replace $\mathbf r$ by $\mathbf r-\mathbf r'$, multiply by $\tfrac12\rho(\mathbf r)\rho(\mathbf r')$ and integrate. On the right the two integrals are $\rho(\mathbf G)^*$ and $\rho(\mathbf G)$, because $\rho$ is real. Thus
\begin{equation}
E_{\rm cell}=\frac12\sum_{\mathbf T}\iint\rho(\mathbf r)\rho(\mathbf r')\,
v_R(|\mathbf r-\mathbf r'+\mathbf T|)\,d^3r\,d^3r'.
\label{real}
\end{equation}

Let $D$ be the largest distance between two points of the density. The term $\mathbf T=0$ is the full isolated energy if no pair is cut off, that is, if $R\ge D$. For $\mathbf T\neq0$ the triangle inequality gives $|\mathbf r-\mathbf r'+\mathbf T|\ge|\mathbf T|-D\ge L-D$, so every image term vanishes if $R\le L-D$. Together,
\begin{equation}
D\le R\le L-D,\qquad\text{which requires}\qquad L\ge 2D .
\label{window}
\end{equation}
If $L\ge2D$, the choice $R=L/2$ lies in this window. A density inside a sphere of radius $s$ has $D\le2s$, so $L\ge4s$ is enough. The net charge does not enter the conditions.

As a check, take unit charge with density proportional to $(1-r^2/s^2)^3$ inside a ball of radius $s=2$ \AA, in a cubic cell with $L=9$ \AA. Here $D=4$ \AA, and the window is $4\le R\le5$ \AA. The isolated energy, computed from the radial electric field, is 6.5305 eV. The reciprocal sum gives
\begin{center}
\begin{tabular}{lccccc}
$R$ (\AA) & 2.0 & 4.0 & 4.5 & 5.0 & 7.0\\
$E_{\rm cell}$ (eV) & 6.1043 & 6.5305 & 6.5305 & 6.5305 & 6.5677
\end{tabular}
\end{center}
Below the window, pairs inside the ion are lost and the energy is too low by 0.426 eV at $R=2$ \AA. Above it, repulsion from images is included and the energy is too high by 0.037 eV at $R=7$ \AA. These signs hold because this density is nowhere negative. The conditions are sufficient; outside them the two errors can cancel by accident, as the Gaussian shows next.

\subsection*{(c) The Gaussian}

\paragraph{Isolated energy.} Treat $\rho/Q$ as a probability density. The difference $\mathbf u=\mathbf r-\mathbf r'$ of two independent points is again Gaussian, with variance $\sigma^2+\sigma^2=2\sigma^2$ per component:
\begin{equation}
P(\mathbf u)=(4\pi\sigma^2)^{-3/2}e^{-u^2/4\sigma^2}.
\end{equation}
The self-energy is $Q^2/2$ times the mean of $1/u$:
\begin{align}
E_{\rm iso}&=\frac{Q^2}{2}\,\frac{4\pi}{(4\pi\sigma^2)^{3/2}}\int_0^\infty u\,e^{-u^2/4\sigma^2}du\nonumber\\
&=\frac{Q^2}{2}\,\frac{4\pi}{8\pi^{3/2}\sigma^3}\,2\sigma^2
=\frac{Q^2}{2\sqrt\pi\,\sigma}.
\label{iso}
\end{align}

\paragraph{Truncation loss.} In the $\mathbf T=0$ term the upper limit is $R$, and the integral becomes $2\sigma^2(1-e^{-R^2/4\sigma^2})$. Therefore
\begin{equation}
E_{\mathbf T=0}=E_{\rm iso}\left(1-e^{-R^2/4\sigma^2}\right).
\label{loss}
\end{equation}
The same result follows in reciprocal space. For $\Omega\to\infty$ at fixed $R$ the images disappear and $\Omega^{-1}\sum_{\mathbf G}$ becomes $(2\pi)^{-3}\int d^3G$. With $\rho(\mathbf G)=Qe^{-\sigma^2G^2/2}$,
\begin{align}
E_{\rm cell}&\to\frac12\,\frac{4\pi}{(2\pi)^3}\int_0^\infty G^2\,\frac{4\pi(1-\cos GR)}{G^2}\,Q^2e^{-\sigma^2G^2}dG\nonumber\\
&=\frac{Q^2}{\pi}\int_0^\infty(1-\cos GR)e^{-\sigma^2G^2}dG
=\frac{Q^2}{\pi}\,\frac{\sqrt\pi}{2\sigma}\left(1-e^{-R^2/4\sigma^2}\right).
\end{align}
The limit $R\to\infty$, taken after $\Omega\to\infty$, recovers Eq.~(\ref{iso}).

\paragraph{Image gain.} For an image at distance $T$, put $\mathbf w=\mathbf u+\mathbf T$. The mean of $v_R(w)$ is
\begin{equation}
J_T=\int_{w<R}\frac{P(\mathbf w-\mathbf T)}{w}\,d^3w .
\end{equation}
The angular integral needed is
\begin{equation}
\int_{-1}^{1}e^{wT\mu/2\sigma^2}d\mu=\frac{2\sigma^2}{wT}\left(e^{wT/2\sigma^2}-e^{-wT/2\sigma^2}\right).
\end{equation}
Completing the squares in the exponents gives
\begin{equation}
J_T=\frac{1}{2\sqrt\pi\,\sigma T}\int_0^R\left[e^{-(w-T)^2/4\sigma^2}-e^{-(w+T)^2/4\sigma^2}\right]dw,
\end{equation}
where the prefactor is $2\pi\cdot2\sigma^2/(8\pi^{3/2}\sigma^3T)$. The two integrals are $\sqrt\pi\sigma$ times $\mathrm{erf}\frac{R-T}{2\sigma}+\mathrm{erf}\frac{T}{2\sigma}$ and $\mathrm{erf}\frac{R+T}{2\sigma}-\mathrm{erf}\frac{T}{2\sigma}$. Since erf is odd,
\begin{equation}
J_T=\frac1{2T}\left[2\,\mathrm{erf}\frac{T}{2\sigma}-\mathrm{erf}\frac{T-R}{2\sigma}-\mathrm{erf}\frac{T+R}{2\sigma}\right].
\label{JT}
\end{equation}
The complete error is
\begin{equation}
E_{\rm cell}-E_{\rm iso}=-E_{\rm iso}e^{-R^2/4\sigma^2}+\frac{Q^2}{2}\sum_{\mathbf T\ne0}J_T .
\label{error}
\end{equation}

\paragraph{Numbers.} Energies in eV with lengths in \AA\ follow by multiplying $Q^2/\text{length}$ by $e^2/4\pi\varepsilon_0=14.39965$ eV\,\AA. For $Q=1$, $\sigma=0.5$ \AA,
\begin{equation}
E_{\rm iso}=\frac{14.39965}{2\sqrt\pi\times0.5}\ \text{eV}=8.12413\ \text{eV}=0.298556\ \text{hartree}.
\end{equation}
In cubic cells with $R=L/2$ the reciprocal sum gives the errors below; loss and gain are the magnitudes of the two terms of Eq.~(\ref{error}).
\begin{center}
\begin{tabular}{cccc}
$L$ (\AA) & error (eV) & loss (eV) & gain (eV)\\
4 & $-1.2\times10^{-1}$ & $1.5\times10^{-1}$ & $2.5\times10^{-2}$\\
6 & $-9.2\times10^{-4}$ & $1.0\times10^{-3}$ & $8.0\times10^{-5}$\\
8 & $-8.7\times10^{-7}$ & $9.1\times10^{-7}$ & $4.2\times10^{-8}$\\
10 & $-1.1\times10^{-10}$ & $1.1\times10^{-10}$ & $3.3\times10^{-12}$
\end{tabular}
\end{center}
For $L=8$ \AA, for example, $R^2/4\sigma^2=16$ and the loss is $8.124\,e^{-16}=9.1\times10^{-7}$ eV.

If $L=8$ \AA\ is held fixed and $R$ is raised, the error is $-8.7\times10^{-7}$ eV at $R=4$ \AA, $+6.0\times10^{-5}$ eV at 5 \AA\ and $+0.42$ eV at 7 \AA. By continuity it passes through zero between 4 and 5 \AA. That zero is a cancellation of loss and gain, so agreement at a single $R$ does not establish convergence. Enlarging $R$ without enlarging the cell eventually makes the result worse.

\paragraph{The potential.} The potential of the truncated kernel is correct at a point if all the charge of the ion lies within $R$ of it and all image charge lies farther than $R$. Under condition (\ref{window}) this holds wherever the density is nonzero, which is all the energy needs. In a self-consistent calculation the potential also acts on the orbitals, so it must be correct wherever they are appreciable, including any empty orbitals of interest. If the density lies within a distance $s$ of the centre of the ion and the orbitals reach out to $a\ge s$, this is ensured by $a+s\le R\le L-a-s$.

The isolated potential of the Gaussian is $Q\,\mathrm{erf}(r/\sqrt2\sigma)/r$. This is Eq.~(\ref{JT}) for $R\to\infty$, where the last two terms cancel, with the variance $2\sigma^2$ replaced by $\sigma^2$ because one of the two charges is now a point. For $L=10$ \AA\ and $R=5$ \AA, cell and isolated potentials agree at $r=2.5$ \AA: both are 5.7599 V. At the cell corner, $r=8.66$ \AA, the cell potential is zero to the digits printed, whereas the isolated one is 1.663 V. The corner is farther than $R$ from the ion and from every image. The energy is unharmed because the density there is negligible.

\subsection*{(d) Choosing the cell}

Set $x=R/2\sigma$. By Eq.~(\ref{loss}) the relative loss is $e^{-x^2}$, so a target $\epsilon$ suggests
\begin{equation}
R=2\sigma\sqrt{\ln(1/\epsilon)},\qquad L=2R .
\label{choice}
\end{equation}
It remains to estimate the gain. For large $x$ the six nearest images dominate, and the bracket in Eq.~(\ref{JT}) tends to $1-\mathrm{erf}\,x=\mathrm{erfc}\,x\approx e^{-x^2}/(\sqrt\pi x)$, because $(L-R)/2\sigma=x$. With $L=4\sigma x$,
\begin{equation}
\text{gain}\approx\frac{Q^2}{2}\,\frac{6}{2L}\,\frac{e^{-x^2}}{\sqrt\pi x}
=\frac{3Q^2e^{-x^2}}{8\sqrt\pi\,\sigma x^2},
\qquad
\frac{\text{gain}}{\text{loss}}\approx\frac{3}{4x^2}.
\end{equation}
For small $\epsilon$ the gain is therefore the smaller term. As it has the opposite sign, the net error stays below $\epsilon$ in magnitude.

For $\epsilon=10^{-6}$ and $\sigma=0.5$ \AA, Eq.~(\ref{choice}) gives $R=3.717$ \AA\ and $L=7.434$ \AA. The reciprocal sum then has an error of $-9.5\times10^{-7}$ relative to $E_{\rm iso}$. The gain-to-loss ratio is 0.053, against the estimate 0.054.

Equation~(\ref{choice}) rests on the Gaussian tail and does not carry over to real ions, whose densities decay exponentially. For $\rho\propto e^{-r/b}$ with $b=0.25$ \AA, which has the same $\langle r^2\rangle$ as this Gaussian, the relative error with $R=L/2$ is $-1\times10^{-4}$ at $L=7.434$ \AA, $-7\times10^{-6}$ at 9 \AA\ and $-6\times10^{-7}$ at 10.5 \AA. For a real ion, and above all for a diffuse anion, $L$ and $R$ must be converged together.

\subsection*{(e) The ordinary kernel without its zero term}

Leaving out $\mathbf G=0$ amounts to subtracting the mean density $Q/\Omega$, that is, to adding a uniform neutralizing background. The energy is $E_{\rm per}=\tfrac12Q^2S$ with
\begin{equation}
S=\frac{4\pi}{\Omega}\sum_{\mathbf G\ne0}\frac{e^{-tG^2}}{G^2},\qquad t=\sigma^2 .
\end{equation}
Differentiation removes the denominator. Poisson summation, $\sum_{\mathbf G}e^{-tG^2}=\Omega(4\pi t)^{-3/2}\sum_{\mathbf T}e^{-T^2/4t}$, then gives
\begin{equation}
\frac{dS}{dt}=-\frac{4\pi}{\Omega}\left[\sum_{\mathbf G}e^{-tG^2}-1\right]
\approx-\frac{4\pi}{(4\pi t)^{3/2}}+\frac{4\pi}{\Omega},
\end{equation}
where terms of order $e^{-L^2/4\sigma^2}$ are neglected. The first term equals $-t^{-3/2}/(2\sqrt\pi)$, which integrates to $1/\sqrt{\pi t}$. Hence $S=1/(\sqrt\pi\sigma)+4\pi\sigma^2/\Omega+C$, with $C$ independent of $\sigma$. Scaling all lengths together shows that $S$ is an inverse length, so for a given cell shape $C=-\alpha/L$ with a pure number $\alpha$. For a cubic cell
\begin{equation}
E_{\rm per}\approx E_{\rm iso}-\frac{\alpha Q^2}{2L}+\frac{2\pi\sigma^2Q^2}{L^3}.
\end{equation}
The sums give $\alpha=2.8373$, and the same value was found in a test with two cell sizes and two widths. At $L=10$ \AA\ the corrections are $-2.0428$ and $+0.0226$ eV, in total $-2.0202$ eV, or about 25\% of $E_{\rm iso}$. In the same cell the truncated kernel errs by $-1.1\times10^{-10}$ eV. Its zero term there is $14.39965\times\pi\times5^2/10^3=1.131$ eV, and dropping it would lower the energy by that amount.

\subsection*{(f) One-centre corrections}

Let $(f|g)$ denote the Coulomb integral with $1/r$. The full density is $\rho=\tilde\rho+\sum_a\Delta_a$, where $\Delta_a=\rho^a-\tilde\rho^a$ is confined to augmentation sphere $a$. Here $\rho^a$ is the one-centre expansion of the full charge density about atom $a$, and $\tilde\rho^a$ is that of the pseudo density together with the compensation charge $\tilde Z^a$. The spheres do not overlap, and the one-centre expansion is assumed complete, so that $\tilde\rho=\tilde\rho^a$ inside sphere $a$. The compensation charge is chosen so that all multipole moments of $\Delta_a$ vanish. The $1/r$ potential of $\Delta_a$ is then zero outside the sphere. Consequently $(\Delta_a|\Delta_b)=0$ for $a\neq b$, and $(\tilde\rho|\Delta_a)=(\tilde\rho^a|\Delta_a)$, so
\begin{align}
\tfrac12(\rho|\rho)&=\tfrac12(\tilde\rho|\tilde\rho)+\sum_a\left[(\tilde\rho^a|\Delta_a)+\tfrac12(\Delta_a|\Delta_a)\right]\nonumber\\
&=\tfrac12(\tilde\rho|\tilde\rho)+\sum_a\left[\tfrac12(\rho^a|\rho^a)-\tfrac12(\tilde\rho^a|\tilde\rho^a)\right].
\end{align}
The second line follows on inserting $\rho^a=\tilde\rho^a+\Delta_a$. Truncation affects the first term alone, and under condition (\ref{window}), with $D$ the extent of $\tilde\rho$, that term equals its isolated value. The one-centre terms therefore keep the kernel $1/r$ and need no change. For point nuclei, the infinite self-energy of each nucleus is left out of both $(\rho|\rho)$ and $(\rho^a|\rho^a)$.

A model with round parameters illustrates this. A sharp Gaussian charge $+4$ of width 0.05 \AA\ sits in a smooth Gaussian cloud $-3$ of width 0.6 \AA, displaced by 0.3 \AA; the net charge is $+1$. The sharp charge is replaced by a compensation Gaussian, the smooth energy is computed with $L=12$ \AA\ and $R=6$ \AA, and the correction is integrated radially to 1.8 \AA.
\begin{center}
\begin{tabular}{cccc}
width (\AA) & smooth (eV) & one-centre (eV) & total (eV)\\
0.25 & 116.0897 & 1024.8435 & 1140.9332\\
0.30 & 78.6985 & 1062.2347 & 1140.9332
\end{tabular}
\end{center}
The parts shift by 37.391 eV in opposite directions, while the total stays at the isolated energy of the full density, 1140.9332 eV. The sharp and compensation Gaussians are confined to the sphere up to negligible tails; the cloud extends beyond it, which does no harm because it cancels in $\Delta_a$. The cloud is the same in both descriptions, and the sharp and compensation Gaussians are concentric, so $\Delta_a$ is spherical. The model therefore checks the compensation of the monopole only, not that of higher multipoles and not the PAW treatment of the orbitals. Higher multipoles matter: if the sharp charge is moved 0.05 \AA\ towards the cloud while the compensation charge stays at the centre, $\Delta_a$ acquires a dipole, and its interaction with the cloud outside the sphere, about 0.04 eV, is missed by the one-centre term. Further digits are in the numerical output.

\section*{Computed results}
\begin{verbatim}
e^2/(4 pi eps0) = 14.39965 eV angstrom
Gaussian: Q = 1 e, sigma = 0.50 angstrom
isolated energy = 8.124130 eV = 0.298556 hartree
R = L/2: L (angstrom), energy (eV), error, loss, gain (eV)
  4.0 8.000592 -1.24e-01 1.49e-01 2.53e-02
  6.0 8.123207 -9.23e-04 1.00e-03 7.95e-05
  8.0 8.124129 -8.73e-07 9.14e-07 4.16e-08
 10.0 8.124130 -1.10e-10 1.13e-10 3.32e-12
L = 8 angstrom: R (angstrom), energy (eV), error (eV)
 2.0 7.975331 -1.49e-01
 3.0 8.123127 -1.00e-03
 4.0 8.124129 -8.73e-07
 5.0 8.124190 +5.96e-05
 6.0 8.136760 +1.26e-02
 7.0 8.548827 +4.25e-01
relative target 1e-06: R = 3.717, L = 7.434 angstrom
 relative error found = -9.47e-07, gain/loss = 0.053
 estimate 3/(4x^2) of gain/loss = 0.054
L = 10, R = 5 angstrom: G=0 term = 1.130946 eV
ordinary kernel without G=0, L = 10 angstrom: 6.103945 eV
 error = -2.020185 eV, alpha = 2.837297
 -alpha Q^2/(2L) = -2.042804 eV
 2 pi sigma^2 Q^2/L^3 = +0.022619 eV
ball: radius 2.0, cell 9.0 angstrom, charge 1 e
 window: 4.0 <= R <= 5.0 angstrom
 isolated energy = 6.530485 eV; R (angstrom), energy (eV):
  2.0 6.104272
  4.0 6.530485
  4.5 6.530485
  5.0 6.530485
  7.0 6.567719
potential, L = 10, R = 5 angstrom: r (angstrom), cell, isolated (V)
 2.500 5.75985 5.75985
 8.660 0.00000 1.66273
PAW-like model: sharp charge +4 e, width 0.05 angstrom
 cloud -3 e, width 0.6, shift 0.3 angstrom
 sphere 1.8, L = 12, R = 6 angstrom
 isolated energy of full density = 1140.93322 eV
 width (angstrom), smooth, one-centre, total (eV)
  0.25 116.08968 1024.84353 1140.93322
  0.30 78.69854 1062.23467 1140.93322
\end{verbatim}
